# Frequency Dependence of Two-Step Hole Capture in Bias-Temperature Instability, part 1

(Sections cited here and not found follow in the second part.)

## How the gate frequency enters the capture rate

A capture rate is an inverse time. If an oxide trap captures a hole in two steps, and the second step is slow and runs at the same rate $c$ whatever the gate does, then the long-run capture rate $k$ must be $c$ times a pure number. That number is the mean fraction of the not yet captured traps that occupy the intermediate state. It can depend on the gate frequency $f$ only through ratios of $f$ to the rates that fill and empty this state. Symmetry narrows the form further, once the rates have names.

Let state 1 be the neutral trap, state $2'$ a charged intermediate, and state 2 the charged trap after its atomic surroundings have relaxed. Capture is the sequence $1\to2'\to2$. The gate voltage is a square wave of period $\tau=1/f$. It is on for a time $\alpha\tau$ and off for $(1-\alpha)\tau$, where $\alpha$ is the duty factor. The index $j$ stands for H in the on phase and L in the off phase. In phase $j$ the step $1\to2'$ has rate $a_j$ and the return $2'\to1$ has rate $b_j$. The structural step $2'\to2$ has rate $c$ in both phases. Define

$$\lambda_j=a_j+b_j,\qquad p_j=\frac{a_j}{\lambda_j},\qquad \Delta=p_H-p_L>0 .$$

If $c$ is negligible beside $\lambda_j$, the occupancy $r$ of the intermediate state obeys

$$\frac{dr}{dt}=a_j(1-r)-b_jr=\lambda_j(p_j-r).$$

So $p_j$ is the occupancy towards which phase $j$ drives the trap, and $\lambda_j$ is the rate at which it gets there.

Three properties of this equation fix the form of the answer. First, adding the same constant to $p_H$ and $p_L$ adds that constant to the periodic solution, and multiplying both by a factor multiplies the solution by it. The mean occupancy is therefore the time-weighted mean of $p_H$ and $p_L$ plus a term proportional to $\Delta$:

$$\bar r=\alpha p_H+(1-\alpha)p_L-\Delta\,W .$$

Here $W$ is a dimensionless function of $\lambda_H/f$, $\lambda_L/f$ and $\alpha$. Second, calling the on phase "off" and the off phase "on", with $\alpha$ replaced by $1-\alpha$, is a mere shift of the time origin and cannot change $\bar r$. Since $\Delta$ changes sign under this exchange, $W$ must change sign too. Third, if $\lambda_H=\lambda_L=\lambda$, the average of $dr/dt=\lambda(p_j-r)$ over one period is zero on the left, so $\bar r$ equals the weighted mean of the $p_j$ and $W=0$. Any frequency dependence therefore comes from a difference between the two relaxation rates. A fast return in the off phase does not settle the matter alone; it has to be compared with the relaxation in the on phase.

The complete problem, with $c$ retained, shows how far this reduced equation can be trusted. Let $P_1$ and $P_{2'}$ be the probabilities that a trap is uncaptured and in state 1 or $2'$. State 2 is treated as final, so the theory describes first capture; emission from state 2 is left out here. Then

$$\frac{dP_1}{dt}=-aP_1+bP_{2'},\qquad \frac{dP_{2'}}{dt}=aP_1-(b+c)P_{2'} ,$$

where $a$ and $b$ take the values of the current phase. The survival probability is $N=P_1+P_{2'}$. Adding the two equations cancels the exchange terms and leaves $dN/dt=-cP_{2'}$. With $p=P_{2'}/N$, the share of survivors in the intermediate state,

$$\frac{dN}{dt}=-c\,p\,N .$$

The quotient rule gives the equation for $p$:

$$\frac{dp}{dt}=\frac{1}{N}\frac{dP_{2'}}{dt}-\frac{P_{2'}}{N^2}\frac{dN}{dt}
=a(1-p)-(b+c)p+cp^2 .$$

The last term is positive because the loss of captured traps reduces the number among which the share is counted. Collecting the two terms in $c$,

$$\frac{dp}{dt}=a(1-p)-bp-c\,p(1-p).$$

Over one cycle the pair $(P_1,P_{2'})$ is multiplied by a fixed $2\times2$ matrix. For $a_H,b_H>0$ the on-phase factor has positive entries. The off-phase factor has non-negative entries and a positive diagonal, even when $a_L=0$. The product is then a positive matrix. Such a matrix has one largest eigenvalue $\rho$, which is positive and simple, and its eigenvector has positive components. After many cycles the populations are proportional to this eigenvector, so $p(t)$ becomes periodic, and $N$ falls by the factor $\rho$ in each cycle. Integrating $d(\ln N)/dt=-cp$ over a cycle gives

$$k\equiv-f\ln\rho=c\,\bar p ,$$

with $\bar p$ the cycle average of the periodic $p$. No approximation has been made in this relation. It confirms the dimensional statement at the start, except that $\bar p$ itself still depends weakly on $c$.

That weak dependence can be bounded. Start $r$ and $p$ from the same value. Their difference $d=r-p$ obeys

$$\frac{dd}{dt}=-\lambda_j d+c\,p(1-p).$$

The source term is never negative and $d$ starts at zero, so $d\ge0$ at all later times, and $r$ is an upper estimate of $p$. For a lower estimate, let $s$ obey the linear equation with $b$ replaced by $b+c$, so that $ds/dt=a-(\lambda_j+c)s$. Then

$$\frac{d(p-s)}{dt}=-(\lambda_j+c)(p-s)+c\,p^2 ,$$

and by the same reasoning $p\ge s$. Hence $\bar s\le\bar p\le\bar r$ once all three are periodic. The size of the error follows from averaging the equation for $d$ over a cycle. The derivative averages to zero, which leaves $\overline{\lambda_jd}=c\,\overline{p(1-p)}$. The left side is at least $\lambda_{\min}\bar d$, where $\lambda_{\min}$ is the smaller of $\lambda_H$ and $\lambda_L$, and the right side is at most $c\,\bar p$. Therefore

$$0\le\frac{\bar r-\bar p}{\bar p}\le\frac{c}{\lambda_{\min}} .$$

This holds at every frequency. The regime of the theory is thus $c\ll\lambda_H$ and $c\ll\lambda_L$, and the results below are of leading order in $c$. The bracket was tested against the eigenvalue of the cycle matrix for 200 random sets of dimensionless parameters, with $c$ between $10^{-3}$ and 1, $f$ between 0.1 and 100, $\alpha$ between 0.2 and 0.8, and the other rates between $10^{-3}$ and 5. The eigenvalue rate lay inside the bracket each time, to within a relative rounding allowance of $10^{-7}$.

It remains to solve the linear equation. Let $r_0$ be the occupancy when the gate turns on and $r_1$ the occupancy when it turns off. Write

$$u=\lambda_H\alpha\tau,\quad v=\lambda_L(1-\alpha)\tau,\quad x=e^{-u},\quad y=e^{-v}.$$

In each phase the distance from the target decays exponentially, so

$$p_H-r_1=(p_H-r_0)\,x,\qquad r_0-p_L=(r_1-p_L)\,y .$$

Let $A=p_H-r_0$ be the distance from the target just after turn-on, and $B=r_1-p_L$ the distance just after turn-off. Since $B=(p_H-p_L)-(p_H-r_1)$ and $A=(p_H-p_L)-(r_0-p_L)$, the two conditions become

$$B=\Delta-Ax,\qquad A=\Delta-By .$$

Inserting the second into the first gives $B=\Delta-\Delta x+Bxy$, and inserting the first into the second gives $A=\Delta-\Delta y+Axy$. Hence

$$B=\Delta\,\frac{1-x}{1-xy},\qquad A=\Delta\,\frac{1-y}{1-xy}.$$

The occupancy rises during the on phase by $r_1-r_0=A-Ax=A(1-x)$. It falls during the off phase by $B-By=B(1-y)$. Both expressions equal

$$r_1-r_0=\Delta\,G,\qquad G=\frac{(1-x)(1-y)}{1-xy},$$

as they must in a periodic state. The number $G$ lies between 0 and 1 and measures how much of the full swing $\Delta$ the intermediate state completes in each cycle.

The time integral over the on phase is that of $p_H-Ae^{-\lambda_Ht}$, and over the off phase, with time counted from turn-off, that of $p_L+Be^{-\lambda_Lt}$:

$$\int_{\rm on}r\,dt=p_H\alpha\tau-\frac{A(1-x)}{\lambda_H},\qquad
\int_{\rm off}r\,dt=p_L(1-\alpha)\tau+\frac{B(1-y)}{\lambda_L}.$$

Replacing both numerators by $\Delta G$, adding, and multiplying by $cf$ gives the capture rate:

$$k(f)=c\left[\alpha p_H+(1-\alpha)p_L-f\Delta G\left(\frac1{\lambda_H}-\frac1{\lambda_L}\right)\right].$$

The function $W=fG(1/\lambda_H-1/\lambda_L)$ has the properties found at the start: it changes sign when the phases are exchanged, and it vanishes for equal relaxation rates.

To see how $k$ varies with $f$, rewrite $G$. Putting the terms over a common denominator confirms that

$$\frac1G=\frac{1-xy}{(1-x)(1-y)}=\frac1{1-x}+\frac1{1-y}-1 ,$$

because $(1-y)+(1-x)-(1-x)(1-y)=1-xy$. Since $\coth(u/2)=(1+x)/(1-x)$, one has $1/(1-x)=\tfrac12+\tfrac12\coth(u/2)$, and likewise for $y$. The constants cancel, and

$$\frac1{fG}=\frac{\tau}{2}\left[\coth\frac u2+\coth\frac v2\right].$$

With $z_H=u/2$ and $z_L=v/2$, both proportional to $\tau$, this reads

$$\frac1{fG}=\frac{z_H\coth z_H}{\alpha\lambda_H}+\frac{z_L\coth z_L}{(1-\alpha)\lambda_L}.$$

The derivative of $z\coth z$ is

$$\coth z-\frac{z}{\sinh^2z}=\frac{\sinh2z-2z}{2\sinh^2z},$$

which is positive for $z>0$. So $1/(fG)$ grows with the period, and $fG$ grows with the frequency, strictly and without a maximum. The sign of the bracket $1/\lambda_H-1/\lambda_L$ then decides the direction at every frequency: to leading order in $c$, capture weakens with rising frequency if and only if

$$\lambda_L>\lambda_H .$$

When the off phase fills the intermediate state negligibly, $a_L=0$, the condition is $b_L>a_H+b_H$. This is the precise meaning of a rapid return. If the return is slower than that, capture becomes faster at high frequency.

At low frequency $G\to1$ and $fG\to0$, so $k(0)=c[\alpha p_H+(1-\alpha)p_L]$. At high frequency $z\coth z\to1$, and

$$fG\to\frac{\alpha(1-\alpha)\lambda_H\lambda_L}{\Lambda},\qquad \Lambda=\alpha\lambda_H+(1-\alpha)\lambda_L .$$

Multiplied by $1/\lambda_H-1/\lambda_L=(\lambda_L-\lambda_H)/(\lambda_H\lambda_L)$, this gives the limit of $W$ as $\alpha(1-\alpha)(\lambda_L-\lambda_H)/\Lambda$. The coefficient of $p_H$ in $k(\infty)/c$ is then

$$\alpha\,\frac{\Lambda-(1-\alpha)(\lambda_L-\lambda_H)}{\Lambda}=\frac{\alpha\lambda_H}{\Lambda},$$

and that of $p_L$ is $(1-\alpha)[\Lambda+\alpha(\lambda_L-\lambda_H)]/\Lambda=(1-\alpha)\lambda_L/\Lambda$. Since $\lambda_jp_j=a_j$,

$$k(\infty)=c\,\frac{\alpha a_H+(1-\alpha)a_L}{\alpha\lambda_H+(1-\alpha)\lambda_L}.$$

At high frequency the trap responds to time-averaged rates. For $a_L=0$ the ratio of the two limits is

$$R=\frac{k(0)}{k(\infty)}=\frac{\alpha a_H/\lambda_H}{\alpha a_H/\Lambda}=\alpha+(1-\alpha)\frac{\lambda_L}{\lambda_H}.$$

In a test with $a_H=1$, $b_H=0.5$, $b_L=15$, $\alpha=0.3$ and $c=10^{-6}$, this formula gives 7.3. The ratio of the eigenvalue rates at $f=10^{-4}$ and $f=10^3$ agreed with it to within a relative $5\times10^{-4}$.

The opposite limit is bounded. If $\lambda_L$ is much smaller than $\lambda_H$, though still much larger than $c$, then $R$ approaches $\alpha$. The capture rate is raised at high frequency by at most the factor $1/\alpha$, because an intermediate state that hardly empties converts throughout the cycle instead of only during the on phase. The weakening has no such bound, since $\lambda_L/\lambda_H$ can be large.

## What causes the weakening, and how large it is

The symbols carried over are these. The steps $1\to2'$ and $2'\to1$ have rates $a_j$ and $b_j$, with $j={\rm H}$ in the on phase and $j={\rm L}$ in the off phase. Their sum is $\lambda_j$, and $p_j=a_j/\lambda_j$ is the occupancy of $2'$ that phase $j$ would reach if it lasted. The final step $2'\to2$ has rate $c\ll\lambda_j$, the duty factor is $\alpha$, and $\Delta=p_H-p_L>0$. In each cycle the occupancy of $2'$ rises and falls by $\Delta G$, where $0<G<1$ and $fG$ grows with $f$. The capture rate is

$$k=c\left[\alpha p_H+(1-\alpha)p_L-f\Delta G\left(\frac1{\lambda_H}-\frac1{\lambda_L}\right)\right],$$

and for $a_L=0$ the ratio of its low- and high-frequency limits is $R=\alpha+(1-\alpha)\lambda_L/\lambda_H$.

The two terms in the round bracket have separate physical origins. When the gate turns on, the occupancy of the intermediate state lies below its on-phase target $p_H$ and has to build up again. Meanwhile the slow step has less to work on, and the occupancy integrated over the on phase falls short of $p_H\alpha/f$ by $\Delta G/\lambda_H$. When the gate turns off, the occupancy lies above its off-phase target $p_L$, and the slow step also converts part of this excess while it decays. This adds $\Delta G/\lambda_L$. Each cycle brings one loss and one gain. Both shrink as the cycle gets shorter, but their totals per second grow, because $fG$ grows with $f$. Capture weakens if the loss is the larger, that is, if the intermediate state empties faster in the off phase than it settles in the on phase.

This account rests on the slow step running equally fast in both phases. Let its rate be $c_H$ and $c_L$ instead, both small compared with $\lambda_j$. The time integrals over the two phases are unchanged, but each is multiplied by its own rate:

$$k=c_H\alpha p_H+c_L(1-\alpha)p_L-f\Delta G\left(\frac{c_H}{\lambda_H}-\frac{c_L}{\lambda_L}\right).$$

The condition for weakening becomes $c_H/\lambda_H>c_L/\lambda_L$. If the structural step stops when the gate is off, $c_L=0$, the gain disappears and capture weakens with frequency even when the return is slow. This was tested with $a_H=1$, $b_H=0.5$, $a_L=0$, $b_L=0.15$, $c_H=10^{-4}$ and $\alpha=0.5$, for frequencies from about 0.03 to 100. The eigenvalue rate fell steadily with $f$ for $c_L=0$ and rose steadily for $c_L=c_H$.

The weakening also vanishes in the limit of a very fast second step. If $c$ is much larger than all other rates and than $f$, a trap that enters $2'$ goes on to state 2 before it can return. Uncaptured traps are then practically all in state 1, so $dN/dt=-a_jN$ and $k=\alpha a_H+(1-\alpha)a_L$. This is the behaviour of a one-step trap, and it contains no frequency. For $a_H=1$, $b_H=0.5$, $a_L=0$, $b_L=15$, $\alpha=0.5$ and $c=10^6$, the eigenvalue rate stayed within a relative $10^{-3}$ of 0.5 at $f=0.1$, 1, 10 and 100.

For a slow structural step that runs equally fast in both phases, capture weakens with rising gate frequency if and only if $\lambda_L>\lambda_H$; a step that depends on the gate changes this condition, and a very fast step removes the weakening. It remains to tie the rates to the gate field and estimate the size of the effect for a trap in a transistor.
